Phonon-Assisted Free-Carrier Absorption and Its Wavelength Laws

Electrons of charge −e and density N occupy one isotropic parabolic band, E = ħ²k²/2m, where m is the band mass. They are dilute, so their distribution is Maxwellian at temperature T and final states are empty. Phonons are in equilibrium at the same T. Light with the electric field E0 ε cos ωt (ε a unit vector) and vacuum wavelength λ = 2πc/ω passes through the crystal, whose refractive index n is taken as constant. Screening, scattering by ionized impurities, other bands and direct absorption by the lattice are left out. Units are Gaussian, the normalization volume is one, and

x = ħω/kT.

The problem is to find how the absorption coefficient α depends on λ, to lowest order in the light intensity and in the electron-phonon coupling.

**(a) Find the amplitude for absorbing one photon while one phonon is absorbed or emitted.**

The light wavelength is long compared with the electron wavelengths, so the vector potential A is uniform. From E = −(1/c)∂A/∂t,

A = −(cE0/ω) ε sin ωt.

In (p + eA/c)²/2m the A² term is the same for all states and only adds a common phase. The linear term is

(e/mc) A·p = −(eE0/mω) sin ωt ε·p.

Since sin ωt = (e^(iωt) − e^(−iωt))/2i, the part with e^(−iωt), which absorbs a photon, has the matrix element

G(k) = −i eE0 ħ ε·k/(2mω),

and it leaves k unchanged. The electron energy then cannot change either, so light alone is not absorbed. A phonon must supply momentum.

Let the phonon matrix element V take k to k′ = k + q, and let s be the energy given by the phonon to the electron: s = +ħω_q for phonon absorption and s = −ħω_q for emission. Energy conservation for the whole process reads

E′ − E = ħω + s.

There are two time orders. In second order each contributes the product of its two matrix elements divided by (initial energy − intermediate energy).

Photon first: the electron is still at k and one photon is gone. The denominator is +ħω.

Phonon first: the electron is at k′, the phonon system has lost s, and the photon is still present. The denominator is E − (E′ − s) = −ħω.

The sum is

M = V [G(k) − G(k′)]/(ħω) = i eE0 (ε·q) V/(2mω²).

The two orders nearly cancel when q is small: only the change of momentum counts. As a test, the Schrödinger equation for two resonant states in an oscillating field was integrated numerically. For momentum changes 1 and −2 (in scaled units) the final amplitudes agree with this second-order result to 0.04% and 0.12%.

**(b) Express α through a thermally averaged transition rate, including stimulated emission, and compare it with the Drude model.**

The golden rule gives the absorption rate per electron as (eE0/2mω²)² S(ω), with

S(ω) = ⟨Σ (2π/ħ)|V|² (ε·q)² δ(E′ − E − ħω − s)⟩.

The sum runs over k′ and over phonon absorption and emission; the brackets are the Maxwell average over k. Spin is conserved. Stimulated emission follows from ω → −ω, because the squared amplitude contains ω only as ω⁴.

Each absorption event has a reverse event. Take absorption of a photon with emission of a phonon. The forward weight is e^(−E/kT)(N_q + 1), where N_q is the Bose number; the reverse weight is e^(−E′/kT) N_q. With N_q/(N_q + 1) = e^(−ħω_q/kT) and E′ − E = ħω − ħω_q, the ratio reverse/forward is

e^(−(ħω − ħω_q)/kT) e^(−ħω_q/kT) = e^(−x).

When a phonon is absorbed instead, both signs of ħω_q are reversed and the ratio is again e^(−x). Hence S(−ω) = e^(−x) S(ω), and the net absorbed power per volume is

P = Nħω (eE0/2mω²)² (1 − e^(−x)) S(ω).

The cycle-averaged intensity is I = ncE0²/8π. Therefore

α = P/I = 2πNe²ħ (1 − e^(−x)) S(ω)/(n c m² ω³).

This can be written as

α = 4πNe² Γ(ω)/(n c m ω²),
Γ(ω) = ħ(1 − e^(−x)) S(ω)/(2mω).

In the Drude model, m dv/dt = −eE − mγv gives the real conductivity

σ1 = Ne²γ/[m(ω² + γ²)].

The absorbed power σ1E0²/2 divided by I is 4πσ1/(nc), which for ω ≫ γ is the formula above with Γ replaced by γ. So Γ(ω) is a frequency-dependent friction rate, and α follows λ² wherever Γ is constant. The perturbative result itself requires ω ≫ Γ; for slower fields the electron scatters several times per cycle and the denominator ω² + γ² cannot be replaced by ω².

**(c) What is Γ for ħω ≪ kT, and is it the friction of ordinary transport?**

For small x, 1 − e^(−x) → x = ħω/kT, so

Γ(0) = ħ² S(0)/(2mkT).

Compare this with a Maxwellian that drifts at a small velocity v along ε. To first order its distribution is f = f0(1 + ħv ε·k/kT). With W the phonon scattering rate from k to k′, the mean momentum per electron changes at the rate

dp/dt = Σ f(k) W(k→k′) ħ ε·(k′ − k).

The term with f0 alone vanishes, since there is no net force in equilibrium. The rest is

dp/dt = (ħ²v/kT) Σ f0(k) W(k→k′) (ε·k) ε·(k′ − k).

By detailed balance f0(k)W(k→k′) = f0(k′)W(k′→k). Exchanging the labels therefore gives the same sum with (ε·k′) ε·(k − k′). Half the sum of the two forms is

dp/dt = −(ħ²v/2kT) Σ f0 W (ε·q)² = −(ħ²v/2kT) S(0) = −m v Γ(0).

The Drude law is thus recovered with the friction of a drifting Maxwellian, for inelastic phonons too. A direct numerical calculation of this friction, which does not use detailed balance, confirms Γ(0) for both mechanisms below to about 1 part in 10⁵. The window in which the derivation guarantees this limit is

Γ ≪ ω ≪ kT/ħ,

and it exists only if ħΓ ≪ kT.

**(d) Evaluate Γ(ω) for acoustic deformation-potential scattering.**

The electron energy shifts by Ξ div u, where u is the lattice displacement. A longitudinal mode with ω_q = v_s q in a crystal of mass density ρ has the quantum amplitude √(ħ/2ρω_q). The divergence multiplies it by q, so

|V|² = Ξ²ħq/(2ρv_s) × (N_q for absorption, N_q + 1 for emission).

If ħv_s q ≪ kT, then 2N_q + 1 ≈ 2kT/(ħv_s q), and the two processes add up to a constant,

C = Ξ²kT/(ρv_s²).

In the same regime s is dropped from the energy balance (quasi-elastic scattering). Because C does not depend on q, the directions of k and k′ are independent and the cross term averages to zero:

⟨(ε·k′ − ε·k)²⟩ = (k² + k′²)/3 = (2m/3ħ²)(2E + ħω).

The density of final states per spin follows from k²dk/2π² = g(E)dE:

g(E) = (2m)^(3/2) √E/(4π²ħ³).

Put E = u kT. The Maxwell weight is (2/√π)√u e^(−u) du. With the rate r = (2π/ħ) C g(kT),

S = r (2mkT/3ħ²)(2/√π) J(x),
J(x) = ∫₀^∞ √u √(u + x) (2u + x) e^(−u) du.

Substitute u = (x/2)(cosh t − 1). Then √(u(u + x)) = (x/2) sinh t, 2u + x = x cosh t and du = (x/2) sinh t dt. With z = x/2,

J = (x³/4) e^(x/2) ∫₀^∞ sinh²t cosh t e^(−z cosh t) dt.

The modified Bessel functions are K_ν(z) = ∫₀^∞ e^(−z cosh t) cosh νt dt. Since sinh²t cosh t = (cosh 3t − cosh t)/4, the integral is (K3 − K1)/4, and the recurrence K3 − K1 = 4K2/z makes it K2(z)/z. So

J = (x²/2) e^(x/2) K2(x/2).

Now ħ/(2mω) = ħ²/(2mkT x), which gives

Γ = (2r/3√π)(1 − e^(−x)) J/x.

As x → 0, (1 − e^(−x))/x → 1, and the defining integral gives J(0) = 2∫₀^∞ u² e^(−u) du = 4. Hence

Γ0 = 8r/(3√π),
Γ(ω) = Γ0 F(x), F(x) = (x/4) sinh(x/2) K2(x/2),

where (1 − e^(−x)) e^(x/2) = 2 sinh(x/2) was used.

This Γ0 is not the rate that fixes the dc mobility. For this scattering 1/τ = r√u. The isotropic elastic average in (c) weights 1/τ with energy, so the weight is u^(3/2) e^(−u), whose integral is 3√π/4:

⟨1/τ⟩ = r × 2/(3√π/4) = 8r/(3√π) = Γ0.

In a static field each energy shell relaxes with its own τ, and the current contains ⟨τ⟩ with the same weight:

⟨τ⟩ = (1/r) × 1/(3√π/4) = 4/(3√π r).

The product ⟨1/τ⟩⟨τ⟩ is 32/(9π) = 1.132. When acoustic scattering acts alone and ω ≫ Γ0, a Drude absorption computed from the dc mobility is therefore too small by this factor.

**(e) Find the acoustic wavelength law at small and large photon energy.**

Define the local exponent p = d ln α/d ln λ. Because α ∝ Γ/ω²,

p = 2 − d ln Γ/d ln ω.

For small x, K2(x/2) ≈ (8/x²)(1 − x²/16) and sinh(x/2) ≈ (x/2)(1 + x²/24), so

F ≈ 1 − x²/48.

Thus p → 2, the Drude law. The first correction lowers F, so p at first rises slightly above 2.

For large x, K2(x/2) ≈ √(π/x) e^(−x/2) [1 + 15/(4x)], so

F ≈ (√(πx)/8)[1 + 15/(4x)],
p ≈ 3/2 + 15/(4x).

The quantum limit is α ∝ λ^1.5. Its origin can be counted: the photon energy in P gives ω, the squared amplitude gives ω⁻⁴, the squared momentum change gives ω, and the final density of states gives √ω. Together they make ω^(−3/2).

The limit needs x ≫ 1 together with ħv_s q ≪ kT, where ħq ≈ √(2mħω). In a cold crystal the second condition fails. Zero-point phonon emission then dominates, |V|² ∝ q ∝ √ω, and the count changes to ω⁻¹, that is α ∝ λ.

**(f) Evaluate Γ(ω) for polar optical scattering.**

Let the optical phonons have one frequency ω0 and Bose number N0, and let

κ = 1/ε∞ − 1/ε_s,

with ε∞ and ε_s the dielectric constants without and with the lattice response. The coupling follows from two static charges e. The lattice changes their interaction from e²/(ε∞R) to e²/(ε_sR), a Fourier component −4πe²κ/q². Exchange of phonons gives −2|V_q|²/(ħω0) in second order, where V_q is the zero-point element. Equating them,

|V_q|² = 2πe²ħω0κ/q²,

to be multiplied by N0 or N0 + 1.

The factor 1/q² cancels the q² of the light coupling: averaged over common rotations of k and k′, (ε·q)²/q² = 1/3. Only the final density of states is left to average. For an electron energy gain y kT,

⟨g(E + y kT)⟩ = g(kT)(2/√π) L(y),
L(y) = ∫ √u √(u + y) e^(−u) du, with u ≥ 0 and u + y ≥ 0.

For y > 0 the substitution of (d), with x replaced by y, gives (y²/4) e^(y/2) ∫ sinh²t e^(−z cosh t) dt with z = y/2. Since sinh²t = (cosh 2t − 1)/2, the integral is (K2 − K0)/2 = K1(z)/z. For y < 0, shifting u by |y| gives L(y) = e^(−|y|) L(|y|). Both cases are contained in

L(y) = (|y|/2) e^(y/2) K1(|y|/2).

With x0 = ħω0/kT, phonon emission has y = x − x0 and absorption has y = x + x0. The factors in front of the bracket are

[ħ²/(2mkT)] (2π/ħ)(2πe²ħω0κ/3) g(kT)(2/√π) = (2/3√π)(e²κω0/ħ)√(2m/kT).

In terms of the Fröhlich constant α_F = (e²κ/ħ)√(m/2ħω0), this is (4α_F/3√π) ω0√x0, so

Γ(ω) = (4α_F/3√π) ω0√x0 [(1 − e^(−x))/x] B(x),
B(x) = (N0 + 1)L(x − x0) + N0 L(x + x0).

Both closed forms, acoustic and polar, were tested against an integral over phonon momentum in which absorption and stimulated emission are computed separately. At six photon energies from x = 0.05 to 40 they agree to rounding error.

**(g) Find the polar wavelength law at small and large photon energy.**

For x → 0, (N0 + 1)L(−x0) = (N0 + 1)e^(−x0) L(x0) = N0 L(x0). Thus B → 2N0 L(x0), a constant, and α ∝ λ² returns.

For x ≫ 1 and ω ≫ ω0, K1(y/2) ≈ √(π/y) e^(−y/2)[1 + 3/(4y)] gives

L(y) ≈ ½√(πy) [1 + 3/(4y)].

Expand √(x ∓ x0) ≈ √x (1 ∓ x0/2x). The shifts of the two processes cancel except for the excess of emission over absorption, 1/(2N0 + 1) = tanh(x0/2):

B ≈ ½√(πx)(2N0 + 1)(1 + b/x),
b = 3/4 − (x0/2) tanh(x0/2).

Then Γ ∝ x^(−1/2)(1 + b/x), and

p ≈ 5/2 + b/x.

The limit is λ^2.5, one power above the acoustic law because the polar coupling weakens as 1/q² ∝ 1/ω. The exponent is approached from above in a warm crystal (b > 0) and from below in a cold one, where tanh(x0/2) → 1 and b → 3/4 − x0/2 < 0.

**(h) Apply the results to a model semiconductor at 300 K.**

The parameters are round model values: m = 0.20 electron masses, N = 10¹⁶ cm⁻³, ε∞ = 12, ε_s = 13, n = √ε∞ = 3.46, Ξ = 5 eV, ρ = 5 g/cm³, v_s = 5×10⁵ cm/s, ħω0 = 30 meV. The density is 0.4% of the effective density of states, so Maxwell statistics is justified.

The low-frequency rates are 5.83×10¹¹ s⁻¹ (acoustic) and 2.91×10¹² s⁻¹ (polar). At four wavelengths the absorption coefficients in cm⁻¹ and the local exponents are:

λ = 2 µm (x = 24.0): acoustic 0.00127, p = 1.64; polar 0.00137, p = 2.52.
λ = 5 µm (x = 9.6): acoustic 0.00615, p = 1.82; polar 0.0139, p = 2.54.
λ = 10 µm (x = 4.8): acoustic 0.0231, p = 2.00; polar 0.0807, p = 2.52.
λ = 20 µm (x = 2.4): acoustic 0.0951, p = 2.06; polar 0.442, p = 2.35.

The total at 10 µm is 0.104 cm⁻¹, or 10.4 m⁻¹. Ionized donors of the same density 10¹⁶ cm⁻³, not included here, would add about 0.6% at 10 µm and about 1% at 20 µm, with an exponent between 3.2 and 3.5; their share grows in proportion to the doping.

The step from 10 to 2 µm shows the two parts of the law. The factor 1/ω² divides α by 25. Between these wavelengths Γ/Γ(0) goes from 0.918 to 1.261 for acoustic and from 0.643 to 0.273 for polar scattering. Hence

acoustic: (0.0231/25)(1.261/0.918) = 0.00127 cm⁻¹,
polar: (0.0807/25)(0.273/0.643) = 0.00137 cm⁻¹.

With the low-frequency rates kept at 2 µm, the Drude formula would give 0.00127/1.261 + 0.00137/0.273 = 0.0060 cm⁻¹, about 2.3 times the quantum total of 0.0026 cm⁻¹.

The acoustic power 1.5 is reached slowly. The correction 15/(4x) is still 0.16 at 2 µm, and p falls to 1.6 only at x = 35.5, a photon energy of 0.92 eV. Meanwhile F has a shallow minimum of 0.918 near x = 4.7, so acoustic absorption stays close to λ² well beyond ħω = kT. The polar exponent is near 2.5 already at 10 µm. These powers belong to the parabolic band. At 2 µm the final states lie 0.6 eV above the band edge, where real bands are not parabolic and other valleys may be reached. For a band with E(1 + aE) = ħ²k²/2m and a = 0.5 eV⁻¹, the polar α at 2 µm drops by 28% and its exponent rises to about 2.8, while the acoustic values move by only about 2%.

The exponent of the total is the mean of the two, weighted with their α. At 2 µm it is

(0.00127×1.64 + 0.00137×2.52)/0.00264 ≈ 2.1.

A measured power near 2 is therefore no proof of the classical regime: here it arises at ħω = 24 kT from a mixture of two quantum laws.

The quasi-elastic step is sound at room temperature. At 2 µm the typical acoustic phonon has 5.9 meV against kT = 25.9 meV, and using the true phonon energies and occupations raises the acoustic α by 0.3% of its quasi-elastic value. At 4 K and 2 µm the same calculation gives p = 0.99, the linear law of (e). It assumes a density low enough for Maxwell statistics at 4 K, which 10¹⁶ cm⁻³ is not.

The sum of both rates gives ħΓ/kT = 0.089, so the guaranteed Drude window of (c), ħω well above 2.3 meV and well below 26 meV, is narrow. The screened plasma energy of 2.4 meV sets a similar lower bound. The upper bound turns out to be mild: both Γ stay within about 3% of Γ(0) up to 30 meV, and at 20 meV the exponent of the total is 1.98, or 1.95 if the Drude denominator ω² + γ² is kept. In a real polar crystal the lattice resonance near 30 meV, left out here, would disturb this range: the dispersion of n alone changes α by about −7% and p by about +0.14 at 20 meV, and α by about +1% at 20 µm. The numerical output gives further digits.

Numbers as computed

```
band mass: 0.20 electron masses; T: 300 K
carrier density: 1.0e+16 cm^-3; index n: 3.4641
eps_inf: 12.0; eps_static: 13.0
deformation potential: 5.0 eV
mass density: 5.0 g/cm^3; sound speed: 5.0e+05 cm/s
optical phonon energy: 30.0 meV
kT: 25.852 meV; x0: 1.1605
optical phonon Bose number N0: 0.4563
Froehlich constant: 0.06105
density / effective density of states: 0.00446
screened plasma energy: 2.397 meV
acoustic Drude rate Gamma(0): 5.8276e+11 s^-1
polar Drude rate Gamma(0): 2.9078e+12 s^-1
hbar*(sum of both rates)/kT: 0.0889
acoustic <1/tau><tau>: 1.13177
lambda 2 um: photon 619.92 meV, x = 23.980
  alpha acoustic 1.2690e-03, polar 1.3725e-03, sum 2.6416e-03 cm^-1
  exponent acoustic 1.6440, polar 2.5170
  Gamma/Gamma(0) acoustic 1.2606, polar 0.2732
  true-phonon / quasi-elastic acoustic alpha: 1.00261
lambda 5 um: photon 247.97 meV, x = 9.592
  alpha acoustic 6.1486e-03, polar 1.3893e-02, sum 2.0041e-02 cm^-1
  exponent acoustic 1.8193, polar 2.5372
  Gamma/Gamma(0) acoustic 0.9772, polar 0.4425
  true-phonon / quasi-elastic acoustic alpha: 1.00004
lambda 10 um: photon 123.98 meV, x = 4.796
  alpha acoustic 2.3109e-02, polar 8.0695e-02, sum 1.0380e-01 cm^-1
  exponent acoustic 1.9957, polar 2.5237
  Gamma/Gamma(0) acoustic 0.9182, polar 0.6426
  true-phonon / quasi-elastic acoustic alpha: 0.99924
lambda 20 um: photon 61.99 meV, x = 2.398
  alpha acoustic 9.5082e-02, polar 4.4207e-01, sum 5.3715e-01 cm^-1
  exponent acoustic 2.0606, polar 2.3548
  Gamma/Gamma(0) acoustic 0.9445, polar 0.8801
  true-phonon / quasi-elastic acoustic alpha: 0.99890
acoustic phonon energy at 2 um: 5.937 meV
acoustic exponent at 4 K, 2 um, true phonons: 0.9914
exponents at x=0.01: acoustic 2.00000, polar 1.99999
exponents at x=200: acoustic 1.51856, polar 2.50221
acoustic exponent 1.6 at x = 35.46, photon 0.9166 eV
minimum acoustic Gamma/Gamma(0): 0.9182 at x = 4.696
two-state amplitude, q=1: 3.140345e-03, second order 3.141593e-03
two-state amplitude, q=-2: 6.275525e-03, second order 6.283185e-03
largest relative error, acoustic formula: 2.7e-15
largest relative error, polar formula: 8.9e-16
drift friction/Gamma(0): acoustic 1.000010, polar 1.000004
```
